# Hydrogen vibrations at a bcc tetrahedral site from D2d symmetry: a program that tests the result

```python
"""Hydrogen at a tetrahedral site of a bcc metal.
Result under test: the site group is D2d, and the three local vibrations are
one nondegenerate mode along the S4 axis z (B2) and a degenerate pair in xy (E).
For four central-force neighbours, with f = V'' and g = V'/r at distance r and
c2 = squared cosine between bond and z:
  k_par = 4[f c2 + g(1-c2)],   k_perp = 2[f(1-c2) + g(1+c2)].
Units: nm, eV, eV/nm^2. The origin is the tetrahedral site.
V(r) = V0 exp(-(r-r0)/rho) is the host-hydrogen pair energy (model)."""
import itertools
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

a, V0, rho = 0.330, 0.10, 0.015
r0 = math.sqrt(5) * a / 4
mass_H = const.m_p + const.m_e
h2m = const.hbar**2 / mass_H / const.e * 1e18      # hbar^2/m in eV nm^2
to_N_per_m = const.e * 1e18


def V(r):
    return V0 * np.exp(-(r - r0) / rho)


def quantum(k):
    """Vibrational quantum in eV from a force constant in eV/nm^2."""
    return np.sqrt(k * h2m)


# ---------- crystal about the site, integer coordinates in units of a/4
cells = list(itertools.product(range(-4, 5), repeat=3))
lattice = np.array([(4*i - 2, 4*j, 4*k - 1) for i, j, k in cells]
                   + [(4*i, 4*j + 2, 4*k + 1) for i, j, k in cells])
dist2 = (lattice**2).sum(axis=1)
near_int = lattice[dist2 < 150]
atoms = near_int * a / 4
four = lattice[dist2 == dist2.min()] * a / 4
assert len(four) == 4

# ---------- site group found by search over the 48 cubic operations
crystal_set = {tuple(p) for p in near_int}
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.zeros((3, 3), dtype=int)
        for row in range(3):
            R[row, perm[row]] = signs[row]
        if {tuple(p) for p in near_int @ R.T} == crystal_set:
            group.append(R)
assert len(group) == 8


def class_of(R):
    det, trace = round(np.linalg.det(R)), np.trace(R)
    if trace == 3:
        return "E"
    if det == 1:
        return "C2" if R[2, 2] == 1 else "C2'"
    return "S4" if trace == -1 else "sd"


names = ["E", "S4", "C2", "C2'", "sd"]
members = {n: [R for R in group if class_of(R) == n] for n in names}
sizes = np.array([len(members[n]) for n in names])
assert list(sizes) == [1, 2, 1, 2, 2]
for n in names:                                   # true conjugacy classes
    orbit = {tuple((S @ members[n][0] @ S.T).ravel()) for S in group}
    assert orbit == {tuple(R.ravel()) for R in members[n]}
chi = np.array([np.trace(members[n][0]) for n in names])
table = {"A1": [1, 1, 1, 1, 1], "A2": [1, 1, 1, -1, -1],
         "B1": [1, -1, 1, 1, -1], "B2": [1, -1, 1, -1, 1],
         "E": [2, 0, -2, 0, 0]}
rows = np.array(list(table.values()))
assert np.array_equal((rows * sizes) @ rows.T, 8 * np.eye(5))
counts = {n: int((np.array(c) * sizes * chi).sum()) // 8
          for n, c in table.items()}
assert counts == {"A1": 0, "A2": 0, "B1": 0, "B2": 1, "E": 1}
norm = (sizes * chi**2).sum() / 8
assert norm == 2
assert [members[n][0][2, 2] for n in names] == table["B2"]

# An arbitrary symmetric matrix averaged over the group
rng = np.random.default_rng(3)
S = rng.normal(size=(3, 3))
S = S + S.T
avg = sum(R @ S @ R.T for R in group) / 8
assert np.allclose(avg, np.diag([avg[0, 0], avg[0, 0], avg[2, 2]]))
assert abs(avg[0, 0] - avg[2, 2]) > 0.01


# ---------- force constants: formula against finite differences
def energy(u, hosts, pair=V):
    return pair(np.linalg.norm(hosts - u, axis=1)).sum()


def fd_hessian(hosts, pair=V, h=1e-4):
    K, e = np.zeros((3, 3)), np.eye(3) * h
    for i in range(3):
        for j in range(3):
            K[i, j] = sum(s * t * energy(s*e[i] + t*e[j], hosts, pair)
                          for s in (1, -1) for t in (1, -1)) / (4*h*h)
    return K


def formula(f, g, c2):
    return 2*(f*(1 - c2) + g*(1 + c2)), 4*(f*c2 + g*(1 - c2))


f, g = V0 / rho**2, -V0 / (rho * r0)
k_perp, k_par = formula(f, g, 1/5)
K_fd = fd_hessian(four)
assert np.allclose(K_fd, np.diag([k_perp, k_perp, k_par]),
                   rtol=1e-3, atol=1e-2)
# Regular tetrahedron: stretch z until c/a = sqrt(2)
regular = four * np.array([1, 1, math.sqrt(2)])
r_reg = np.linalg.norm(regular[0])
kp, kz = formula(V(r_reg)/rho**2, -V(r_reg)/(rho*r_reg), 1/3)
K_reg = fd_hessian(regular)
assert np.allclose(K_reg, np.diag([kp, kp, kz]), rtol=1e-3, atol=1e-2)
assert abs(K_reg[0, 0] / K_reg[2, 2] - 1) < 1e-3
# Pair energy with V'' = V'/r: accidental degeneracy at the bcc site
K_acc = fd_hessian(four, pair=lambda r: 50 * r**2)
assert np.allclose(K_acc, 400 * np.eye(3), rtol=1e-4, atol=1e-2)
E_perp, E_par = quantum(k_perp), quantum(k_par)
zero_point = E_perp + E_par / 2


# ---------- more distant hosts, strain, outward relaxation
def pair_tensor(d):
    r = np.linalg.norm(d)
    P = np.outer(d, d) / r**2
    return V(r) / rho**2 * P - V(r) / (rho * r) * (np.eye(3) - P)


def hessian(hosts, u=np.zeros(3)):
    return sum(pair_tensor(d) for d in hosts - u)


K_all = hessian(atoms)
assert np.allclose(K_all, fd_hessian(atoms), rtol=1e-3, atol=1e-2)
E_all = quantum(np.diag(K_all))
assert abs(E_all[0] - E_all[1]) < 1e-10


def slope_z(z, hosts):
    d = hosts - np.array([0, 0, z])
    r = np.linalg.norm(d, axis=1)
    return (V(r) / rho * d[:, 2] / r).sum()


strained_x = atoms * np.array([1.01, 1, 1])
z_shift = brentq(slope_z, -0.02, 0.02, args=(strained_x,))
K_x = hessian(strained_x, np.array([0, 0, z_shift]))
assert np.allclose(K_x, np.diag(np.diag(K_x)), atol=1e-7)
E_x = quantum(np.diag(K_x))
assert abs(E_x[0] - E_x[1]) > 1e-3
strained_z = atoms * np.array([1, 1, 1.01])
assert abs(slope_z(0.0, strained_z)) < 1e-9
E_z = quantum(np.diag(hessian(strained_z)))
assert abs(E_z[0] - E_z[1]) < 1e-10

push = 0.005
relaxed = atoms.copy()
is_near = np.linalg.norm(atoms, axis=1) < 1.01 * r0
relaxed[is_near] *= 1 + push / r0
E_rel = quantum(np.diag(hessian(relaxed)))
assert abs(E_rel[0] - E_rel[1]) < 1e-10
next_site = np.array([0, a/4, -a/4])
detuning = energy(next_site, relaxed) - energy(np.zeros(3), relaxed)
assert abs(energy(next_site, atoms) - energy(np.zeros(3), atoms)) < 1e-5

# ---------- moving hosts: cluster with springs, outer atoms held fixed
spring_1, spring_2, host_mass_u = 200.0, 100.0, 92.9
mass_ratio = host_mass_u * const.atomic_mass / mass_H
radius = np.linalg.norm(atoms, axis=1)
mobile = atoms[radius < 0.65]
n_mob = len(mobile)
K_host = np.zeros((3*n_mob, 3*n_mob))
for i, p in enumerate(mobile):
    for q in atoms:
        d = q - p
        r = np.linalg.norm(d)
        if r < 1e-6 or r > 1.05 * a:
            continue
        T = (spring_1 if r < 0.95*a else spring_2) * np.outer(d, d) / r**2
        K_host[3*i:3*i+3, 3*i:3*i+3] += T
        hit = np.flatnonzero(np.linalg.norm(mobile - q, axis=1) < 1e-6)
        if len(hit):
            j = hit[0]
            K_host[3*i:3*i+3, 3*j:3*j+3] -= T
host_top = quantum(np.linalg.eigvalsh(K_host)[-1] / mass_ratio)
K_cl = np.zeros((3*n_mob + 3, 3*n_mob + 3))
K_cl[3:, 3:] = K_host
K_cl[:3, :3] = K_all
for i, p in enumerate(mobile):
    T = pair_tensor(p)
    s = slice(3*i + 3, 3*i + 6)
    K_cl[s, s] += T
    K_cl[:3, s] -= T
    K_cl[s, :3] -= T
root_m = np.r_[np.ones(3), np.full(3*n_mob, math.sqrt(mass_ratio))]
w2, modes = np.linalg.eigh(K_cl / np.outer(root_m, root_m))
assert w2[0] > 0
E_cl = quantum(w2[-3:])
H_weight = (modes[:3, -3:]**2).sum(axis=0)
assert abs(E_cl[2] - E_cl[1]) < 1e-9 and E_cl[1] - E_cl[0] > 0.01
assert E_cl[0] > host_top and H_weight.min() > 0.9

# ---------- anharmonic shifts of the fundamentals, four neighbours
X, Y, Z = sp.symbols("X Y Z", real=True)
pair_sym = V0 * sp.exp(-(sp.sqrt(X**2 + Y**2 + Z**2) - r0) / rho)
powers = [p for p in itertools.product(range(5), repeat=3)
          if sum(p) in (3, 4)]
derivs = [sp.diff(pair_sym, (X, i), (Y, j), (Z, k)) for i, j, k in powers]
evaluate = sp.lambdify((X, Y, Z), derivs, "numpy", cse=True)
totals = sum(np.array(evaluate(*(-d)), dtype=float) for d in four)
N = 7


def position_powers(E_mode):
    big = N + 6
    step = np.diag(np.sqrt(np.arange(1, big)), 1)
    q = math.sqrt(h2m / (2 * E_mode)) * (step + step.T)
    return [np.linalg.matrix_power(q, p)[:N, :N] for p in range(5)]


qx = position_powers(E_perp)
qz = position_powers(E_par)
W = {3: np.zeros((N**3, N**3)), 4: np.zeros((N**3, N**3))}
for (i, j, k), D in zip(powers, totals):
    coeff = D / (math.factorial(i) * math.factorial(j) * math.factorial(k))
    W[i+j+k] += coeff * np.kron(np.kron(qx[i], qx[j]), qz[k])
levels = np.array([(nx + ny) * E_perp + nz * E_par
                   for nx, ny, nz in itertools.product(range(N), repeat=3)])


def shift(state):
    i = (state[0] * N + state[1]) * N + state[2]
    gap = levels[i] - levels
    ok = np.abs(gap) > 1e-9
    return W[4][i, i] + (W[3][i, ok]**2 / gap[ok]).sum()


shifts = np.array([shift(s) for s in
                   [(0, 0, 0), (0, 0, 1), (1, 0, 0), (0, 1, 0)]])
scale = 0.05                                      # weak-coupling check
E_diag = np.linalg.eigvalsh(np.diag(levels) + scale*W[3] + scale**2*W[4])
E_harm = np.array([0, E_par, E_perp, E_perp])
assert np.allclose((E_diag[:4] - E_harm) / scale**2, shifts,
                   rtol=0.05, atol=3e-4)
assert abs(E_diag[2] - E_diag[3]) < 1e-10
anh_par, anh_perp = shifts[1] - shifts[0], shifts[2] - shifts[0]

# ---------- barrier and tunnelling to the next site, rigid lattice
side = np.array([0, 1, 1]) / math.sqrt(2)
best = minimize_scalar(lambda t: energy(next_site/2 + t*side, atoms),
                       bounds=(-0.03, 0.03), method="bounded",
                       options={"xatol": 1e-9})
saddle = next_site/2 + best.x * side
barrier = best.fun - energy(np.zeros(3), atoms)
k_saddle = np.linalg.eigvalsh(hessian(atoms, saddle))
assert k_saddle[0] < 0 < k_saddle[1]
barrier_zp = (barrier + quantum(k_saddle[1:]).sum() / 2 - E_all.sum() / 2)
along = next_site / np.linalg.norm(next_site)


def tunnel_splitting(points):
    s = np.linspace(-0.16, 0.16, points)
    h = s[1] - s[0]
    pot = np.array([energy(next_site/2 + t*along, atoms) for t in s])
    e = eigh_tridiagonal(pot + h2m/h**2, np.full(points-1, -h2m/(2*h*h)),
                         select="i", select_range=(0, 1))[0]
    return e[1] - e[0]


splitting = tunnel_splitting(1601)
assert abs(tunnel_splitting(801) / splitting - 1) < 0.01
kT = const.k * 300 / const.e

# ---------- printed numbers
mev = 1000
print(f"site group order: {len(group)}")
print("classes:", ", ".join(f"{s}{n}" for s, n in zip(sizes, names)))
print("vector characters:", " ".join(str(c) for c in chi))
print("irrep counts:", counts)
print(f"sum of chi^2 over group / order: {norm:.0f}")
print(f"lattice parameter a: {a:.3f} nm")
print(f"V0: {V0:.2f} eV; rho: {rho:.3f} nm")
print(f"H-host distance r0: {r0:.4f} nm")
print(f"hydrogen mass: {mass_H:.4e} kg")
print(f"hbar^2/m: {h2m:.4e} eV nm^2")
print(f"f = V'': {f:.1f} eV/nm^2")
print(f"g = V'/r: {g:.2f} eV/nm^2")
print(f"k_perp: {k_perp:.1f} eV/nm^2 = {k_perp*to_N_per_m:.1f} N/m")
print(f"k_par: {k_par:.1f} eV/nm^2 = {k_par*to_N_per_m:.1f} N/m")
print("finite-difference kxx, kyy, kzz:",
      " ".join(f"{v:.1f}" for v in np.diag(K_fd)), "eV/nm^2")
print(f"pair E: {E_perp*mev:.1f} meV")
print(f"single B2: {E_par*mev:.1f} meV")
print(f"ratio E/B2: {E_perp/E_par:.3f}; for g=0: {math.sqrt(2):.3f}")
print(f"zero-point energy: {zero_point*mev:.1f} meV")
print(f"regular tetrahedron kxx/kzz: {K_reg[0,0]/K_reg[2,2]:.4f}")
print(f"V''=V'/r at bcc site, kxx/kzz: {K_acc[0,0]/K_acc[2,2]:.4f}")
print("-- effects left out of the four-neighbour harmonic model --")
print(f"all hosts: E {E_all[0]*mev:.1f}, B2 {E_all[2]*mev:.1f} meV")
print(f"host springs: {spring_1:.0f}, {spring_2:.0f} eV/nm^2")
print(f"host mass: {host_mass_u:.1f} u; mobile hosts: {n_mob}")
print(f"top host mode without H: {host_top*mev:.1f} meV")
print(f"moving hosts: E {E_cl[2]*mev:.1f}, B2 {E_cl[0]*mev:.1f} meV")
print(f"smallest H weight in local modes: {H_weight.min():.4f}")
print(f"anharmonic shift of E: {anh_perp*mev:+.1f} meV")
print(f"anharmonic shift of B2: {anh_par*mev:+.1f} meV")
print(f"1% x strain: x {E_x[0]*mev:.1f}, y {E_x[1]*mev:.1f}, "
      f"z {E_x[2]*mev:.1f} meV")
print(f"1% x strain: H moves along z by {z_shift:+.5f} nm")
print(f"1% z strain: E {E_z[0]*mev:.1f}, B2 {E_z[2]*mev:.1f} meV")
print(f"neighbours pushed out by: {push:.3f} nm")
print(f"pushed out: E {E_rel[0]*mev:.1f}, B2 {E_rel[2]*mev:.1f} meV")
print(f"pushed out: next site higher by {detuning*mev:.0f} meV")
print(f"distance to next site: {np.linalg.norm(next_site):.4f} nm")
print(f"rigid-lattice barrier: {barrier*mev:.0f} meV")
print(f"barrier with zero-point terms: {barrier_zp*mev:.0f} meV")
print(f"1D tunnel splitting, rigid lattice: {splitting*mev:.2f} meV")
print(f"kT at 300 K: {kT*mev:.2f} meV")
print(f"Boltzmann factor of B2 quantum, 300 K: {math.exp(-E_par/kT):.4f}")
print(f"Boltzmann factor of E quantum, 300 K: {math.exp(-E_perp/kT):.5f}")
print("verified")
```

Output:

```
site group order: 8
classes: 1E, 2S4, 1C2, 2C2', 2sd
vector characters: 3 -1 -1 -1 1
irrep counts: {'A1': 0, 'A2': 0, 'B1': 0, 'B2': 1, 'E': 1}
sum of chi^2 over group / order: 2
lattice parameter a: 0.330 nm
V0: 0.10 eV; rho: 0.015 nm
H-host distance r0: 0.1845 nm
hydrogen mass: 1.6735e-27 kg
hbar^2/m: 4.1477e-05 eV nm^2
f = V'': 444.4 eV/nm^2
g = V'/r: -36.14 eV/nm^2
k_perp: 624.4 eV/nm^2 = 100.0 N/m
k_par: 239.9 eV/nm^2 = 38.4 N/m
finite-difference kxx, kyy, kzz: 624.4 624.4 239.9 eV/nm^2
pair E: 160.9 meV
single B2: 99.8 meV
ratio E/B2: 1.613; for g=0: 1.414
zero-point energy: 210.8 meV
regular tetrahedron kxx/kzz: 1.0000
V''=V'/r at bcc site, kxx/kzz: 1.0000
-- effects left out of the four-neighbour harmonic model --
all hosts: E 160.9, B2 99.9 meV
host springs: 200, 100 eV/nm^2
host mass: 92.9 u; mobile hosts: 68
top host mode without H: 24.3 meV
moving hosts: E 161.7, B2 101.4 meV
smallest H weight in local modes: 0.9695
anharmonic shift of E: -9.2 meV
anharmonic shift of B2: -8.1 meV
1% x strain: x 161.5, y 152.9, z 96.8 meV
1% x strain: H moves along z by -0.00266 nm
1% z strain: E 158.6, B2 100.0 meV
neighbours pushed out by: 0.005 nm
pushed out: E 136.5, B2 85.1 meV
pushed out: next site higher by 43 meV
distance to next site: 0.1167 nm
rigid-lattice barrier: 158 meV
barrier with zero-point terms: 157 meV
1D tunnel splitting, rigid lattice: 0.80 meV
kT at 300 K: 25.85 meV
Boltzmann factor of B2 quantum, 300 K: 0.0211
Boltzmann factor of E quantum, 300 K: 0.00198
verified
```
